# Choosing the smoothing window for marker velocities from multifoil displacements

A multifoil experiment gives the displacements of many markers, but the velocity of each marker also needs the slope of the displacement curve. Without a suitable smoothing window, that slope can ruin the result. In the example below a marker 300 µm from the contact plane moves at 147 nm/h. One set of readings with 1 µm of position noise, differentiated between neighbouring foils, gives 74 nm/h. A wide window removes most of this noise but distorts the curve, and if it spans the contact plane it also rounds off a real corner.

The setting treated here is the half-width $m$ of a local quadratic fit, which uses $2m+1$ foils. Choosing it requires three things: the velocity formula, the places where the displacement curve is smooth, and the errors of the fit.

## What is being differentiated

Let $x_0$ be a marker's initial position, measured from the initial contact plane. After an anneal of length $t$ the marker is at

$$x=x_0+u(x_0,t).$$

Assume planar diffusion from a sharp initial step, constant temperature, diffusivities that depend on composition alone, and ends that diffusion has not reached. No other length or time then enters, and the marker velocity field has the form

$$v(x,t)=\frac{1}{\sqrt t}\,V\!\left(\frac{x}{\sqrt t}\right).$$

Multiplying all lengths by $\lambda$ and all times by $\lambda^2$ turns one marker path into another. Displacements therefore obey

$$u(x_0,t)=\sqrt t\,U(\xi),\qquad \xi=\frac{x_0}{\sqrt t}.$$

A marker's velocity is the time derivative at fixed $x_0$. Since $\partial\xi/\partial t=-\xi/(2t)$,

$$v=\frac{U}{2\sqrt t}-\sqrt t\,U'\frac{\xi}{2t}.$$

The first term is $u/(2t)$. In the second, $U'=\partial u/\partial x_0$ and $\sqrt t\,\xi=x_0$. Hence

$$\boxed{v=\frac{u-x_0u'}{2t}},\qquad u'=\frac{\partial u}{\partial x_0}.$$

This is the velocity at the end of the anneal, and it belongs to the position $x_0+u$. In the example, reading the velocity field at $x_0=-150$ µm instead of at that marker's final position gives a value 23 nm/h too low.

The factor 2 comes from the square-root law. If lengths grow as $t^n$ instead, then $u=t^nU(x_0/t^n)$, and the same differentiation gives

$$v=\frac{n}{t}(u-x_0u').$$

For linear growth, $n=1$, the boxed formula would give half the true velocity. The growth law must be established separately, because a displacement curve at a single time does not determine $n$.

A finite layer breaks the scaling in another way. When the fast component was supplied by a layer only 100 µm thick, with the other parameters of the example unchanged, the formula gave 4.3 times the true velocity of the contact-plane marker. The displacement records the whole history, whereas the velocity depends on the composition gradient that remains.

## Why the contact plane divides the data

Put $\eta=x/\sqrt t$ and $s=\ln t$. Since $dx/dt=V(\eta)/\sqrt t$,

$$\frac{d\eta}{ds}=V(\eta)-\frac{\eta}{2}.$$

The marker that starts at $x_0=0$ stays at a fixed point $\eta_K=2V(\eta_K)$, the Kirkendall plane. Suppose this point is unique and attracting. A small deviation $\epsilon=\eta-\eta_K$ obeys

$$\frac{d\epsilon}{ds}=\left[V'(\eta_K)-\tfrac12\right]\epsilon,$$

so attraction requires $V'(\eta_K)<1/2$.

A marker with $x_0\ne0$ begins outside the diffusion zone and enters it when $|x_0|/\sqrt{t_0}$ equals some fixed number $b$. The elapsed logarithmic time is therefore

$$s-s_0=\ln\frac{t}{t_0}=2\ln\frac{b\sqrt t}{|x_0|}.$$

Putting this into the exponential solution for $\epsilon$ gives, near the contact plane,

$$|x-x_K|\propto |x_0|^p,\qquad p=1-2V'(\eta_K).$$

The prefactors on the two sides generally differ, because the two groups of markers cross different parts of the velocity field. Thus even $p=1$ generally leaves a corner in $u$. As a test with $p\ne1$, the field $V=0.08\exp\{-[(\eta+0.1)/0.3]^2\}$, with $V$ and $\eta$ in µm/s$^{1/2}$, was integrated numerically. The predicted and measured exponents were both 1.4564.

The velocity at the contact plane is still simple. Since $x_0u'=x_0\,dx/dx_0-x_0$ and $x_0\,dx/dx_0\propto|x_0|^p$, the slope term vanishes there for $p>0$, leaving $v=u/(2t)$.

**First rule:** fit the two sides separately. The contact-plane marker may belong to both fits. A corner with a finite slope jump belongs to $p=1$. Otherwise $dx/dx_0\propto|x_0|^{p-1}$ makes $u'$ tend to $-1$ on both sides if $p>1$, or grow without limit if $p<1$. Separate fits keep the two branches apart, but for non-integer $p$ they leave some shape error near the plane.

## A synthetic curve with a known answer

To measure smoothing errors one needs a case whose velocity is known. Let $\varphi$ be the volume fraction of the fast component, rising from 0 on the left to 1 on the right. Take constant partial molar volumes $\Omega_i$ and constant intrinsic coefficients $D_f>D_s$. Relative to the lattice, the fluxes are $J_i=-D_i\,\partial C_i/\partial x$. Because $\Omega_fC_f+\Omega_sC_s=1$, the two volume-fraction gradients are opposite. Requiring no net volume flux in the laboratory frame gives

$$v=-\Omega_fJ_f-\Omega_sJ_s=(D_f-D_s)\varphi_x.$$

The lattice thus moves to the right, towards the side rich in the fast component. The laboratory volume flux of that component is

$$-D_f\varphi_x+\varphi v=-D\varphi_x,\qquad D=D_f-(D_f-D_s)\varphi,$$

and conservation gives $\varphi_t=(D\varphi_x)_x$.

This model also gives the foil stretch in closed form. Following a marker,

$$\frac{d\varphi}{dt}=\varphi_t+v\varphi_x
=D\varphi_{xx}-(D_f-D_s)\varphi_x^2+(D_f-D_s)\varphi_x^2
=D\varphi_{xx}.$$

The stretch $dx/dx_0$ changes at the logarithmic rate $v_x=(D_f-D_s)\varphi_{xx}$. Substituting $\varphi_{xx}=(d\varphi/dt)/D$ and using $dD/dt=-(D_f-D_s)\,d\varphi/dt$ gives

$$\frac{d}{dt}\ln\frac{dx}{dx_0}=-\frac{d\ln D}{dt},
\qquad
\frac{dx}{dx_0}=1+u'=\frac{D_{\rm initial}}{D_{\rm present}}.$$

At the Kirkendall plane $D=D_K$. A foil arriving from the left started with $D_f$, and one from the right with $D_s$. The slope of $u$ therefore jumps by

$$\Delta=\frac{D_s-D_f}{D_K}.$$

In this model $p=1$. With primes now denoting derivatives in $\eta$, the diffusion equation becomes

$$-\tfrac12\eta\varphi'=D\varphi''-(D_f-D_s)\varphi'^2.$$

At $\eta_K=2V$, the left side is $-V\varphi'=-(D_f-D_s)\varphi'^2$. Therefore $\varphi''=0$, and since $V\propto\varphi'$, also $V'=0$.

The example takes $D_f=0.10$ µm²/s, $D_s=0.04$ µm²/s, $t=100$ h, 50 foils of 20 µm on each side, and independent position errors of standard deviation $\sigma=1$ µm. The calculation gives $D_K=0.06383$ µm²/s and

$$\Delta=-\frac{0.06}{0.06383}=-0.940.$$

Next to the plane, foils on the left are stretched by a factor 1.57 and those on the right are shortened to 0.63 of their initial thickness. The corner is a large feature of the curve.

The contact-plane marker has moved 78.95 µm. Its velocity is $78.95/200=0.395$ µm/h, or 395 nm/h (0.110 nm/s). At $x_0=-300$ µm, $u=8.60$ µm and $u'=0.0692$, so

$$u-x_0u'=8.60+300(0.0692)=29.4\ \text{µm}.$$

Division by 200 h gives 147 nm/h. The slope supplies 20.8 of the 29.4 µm, which is why smoothing matters more here than at the plane.

The velocity formula was also tested without assuming the scaling. The diffusion equation was advanced in time and markers were carried along by its velocity field. For markers at ±150 and ±300 µm, the largest difference between formula and field was 0.028 % of the peak velocity.

## What the window does to noise

Take a target $X$ away from the contact plane and the data ends, so that the window is centred. Write $z_j=jh$ for $j=-m,\ldots,m$, where $h$ is the foil pitch, and fit

$$u(X+z)\approx a_0+a_1z+a_2z^2.$$

The estimate of $2tv$ is $a_0-Xa_1$. Define $N=2m+1$, $S_n=\sum_jz_j^n$ and $Q=NS_4-S_2^2$. Sums of odd powers vanish, so the least-squares equations separate:

$$a_1=\frac{\sum z_ju_j}{S_2},\qquad
Na_0+S_2a_2=\sum u_j,\qquad
S_2a_0+S_4a_2=\sum z_j^2u_j.$$

Eliminating $a_2$ gives

$$a_0=\sum_jw_ju_j,\qquad w_j=\frac{S_4-S_2z_j^2}{Q}.$$

For independent errors, the variance of $a_0$ is $\sigma^2\sum w_j^2$, with

$$\sum w_j^2=\frac{NS_4^2-2S_4S_2^2+S_2^2S_4}{Q^2}
=\frac{S_4}{Q}.$$

The variance of $a_1$ is $\sigma^2/S_2$. The weights of $a_0$ are even in $z$ and those of $a_1$ odd, so their errors are uncorrelated. Therefore

$$\operatorname{Var}(2tv)=\sigma^2\left(\frac{S_4}{Q}+\frac{X^2}{S_2}\right).$$

The second term carries the factor $X^2$: the same slope error does more harm farther from the contact plane.

For $m=4$ and $h=20$ µm, $S_2=24\,000$ µm² and $S_4/Q=0.255$. At $X=-300$ µm the bracket is $0.255+3.75=4.01$. Its square root times 1 µm is 2.00 µm, and division by 200 h gives 10.0 nm/h. A sample of 8000 noisy data sets gave 10.05 nm/h.

## What the window does to the shape

Expand the noise-free curve about $X$. The quadratic fit reproduces terms through $z^2$. The cubic term $u'''z^3/6$ adds $u'''S_4/(6S_2)$ to $a_1$. The quartic term $u''''z^4/24$ changes $a_0$, through its weights, by $u''''(S_4^2-S_2S_6)/(24Q)$. Keeping derivatives through the fourth,

$$\operatorname{bias}(2tv)=
\frac{u''''(S_4^2-S_2S_6)}{24Q}
-\frac{Xu'''S_4}{6S_2}.$$

At $X=-300$ µm, finite differences with a 15 µm step give $u'''=3.25\times10^{-6}$ µm$^{-2}$ and $u''''=2.04\times10^{-8}$ µm$^{-3}$. Both are about 0.3 % high, which overstates the slope part below by 0.002 µm. For $m=4$, the slope part is $+0.766$ µm and the value part $-0.004$ µm. Their sum gives a bias of $+3.81$ nm/h, compared with $+3.85$ nm/h from a direct fit to the noise-free curve. The difference is the fifth-derivative term of the slope, $-Xu^{(5)}S_6/(120S_2)=+0.010$ µm, less that 0.002 µm. The fifth-derivative term has the same power of window width as the value part and is larger here, but both are small beside the cubic term. Repeating the fit with fresh noise and averaging would not remove this error.

## The best width

When many foils lie in the window, replace sums by integrals over $-L<z<L$, divided by $h$. The corresponding half-width is $L\simeq(m+\tfrac12)h$. Then

$$S_2\simeq\frac{2L^3}{3h},\qquad
S_4\simeq\frac{2L^5}{5h},\qquad
\frac{S_4}{6S_2}\simeq\frac{L^2}{10}.$$

Where slope errors dominate, the mean-square error of $2tv$ is

$$E^2(L)=X^2\left[\frac{(u''')^2L^4}{100}
+\frac{3\sigma^2h}{2L^3}\right].$$

Setting its derivative to zero gives

$$\frac{(u''')^2L^3}{25}=\frac{9\sigma^2h}{2L^4},
\qquad
\boxed{L^7=112.5\,\frac{\sigma^2h}{(u''')^2}}.$$

The factor $X^2$ cancels: in this regime distance from the plane affects the best width through $u'''$ alone. Substituting the optimum back shows that squared bias is three quarters of noise variance, so the bias magnitude is 0.87 of the noise standard deviation. The optimum neither removes bias nor minimizes noise.

It also shows what better data buy. With $u'''$ fixed, $L\propto(\sigma^2h)^{1/7}$ and $E^2\propto\sigma^2h/L^3$. Hence $E\propto\sigma^{4/7}h^{2/7}$. At fixed pitch, halving the position noise lowers the optimum error to 0.67 of its former value. At fixed noise, halving the pitch lowers it to 0.82.

At $X=-300$ µm the rule gives

$$L=\left[\frac{112.5(1)^2(20)}{(3.246\times10^{-6})^2}\right]^{1/7}
=111\ \text{µm},$$

or $m\simeq111/20-0.5=5.1$. The integral approximation was tested where it should be good, with 1 µm pitch and 0.05 µm noise. The rule gave 30.9 µm, and a scan of direct fits gave 30.5 µm.

The rule fails where $u'''$ passes through zero, since it then predicts an unlimited window; higher derivatives must set the width there. It also fails near the contact plane, where the window is no longer centred and value errors matter.

## One setting for the whole curve

A single $m$ must compromise between places with different curvature. The table gives root-mean-square errors in nm/h over foils with $|x_0|\le600$ µm. Pitch and noise are fixed, and the two sides are fitted separately.

| $m$ | noise | bias | total |
|---:|---:|---:|---:|
| 1 | 62.5 | 0.3 | 62.5 |
| 3 | 16.9 | 2.2 | 17.0 |
| 5 | 8.7 | 5.5 | 10.3 |
| 6 | 6.9 | 7.7 | 10.3 |
| 8 | 4.8 | 12.8 | 13.7 |
| 10 | 3.7 | 18.9 | 19.3 |

The minimum is at $m=6$, but $m=5$ is practically as good. The total is 2.6 % of the peak velocity, against 16 % for $m=1$. A sample of 5000 noisy curves gave 10.3 nm/h at $m=6$, as predicted. If low bias matters more than low noise, $m=5$ is the better of the two.

Within $m$ foils of the contact plane, keep the number of foils fixed and shift the window so that it stays on one side. The target is then off-centre, and the centred formulas no longer apply. The estimate is still a weighted sum $\sum c_ju_j$, so its independent noise is $\sigma(\sum c_j^2)^{1/2}$, and its bias follows by applying the same weights to a known curve. At the plane itself, average the two one-sided values.

The cost of ignoring the corner can be estimated. In the integral limit, the weight density of $a_0$ is $9/(8L)-15z^2/(8L^3)$. A slope jump $\Delta$ contributes $\Delta|z|/2$ to the curve, and a window centred on it returns

$$\Delta\int_0^Lz\left(\frac{9}{8L}-\frac{15z^2}{8L^3}\right)dz
=\frac{3\Delta L}{32}$$

instead of zero. For $m=6$, $L\simeq130$ µm, and this estimate for the corner alone is $-11.5$ µm. A direct fit to the example's noise-free curve, with its 20 µm pitch, gives $-10.8$ µm. The velocity then falls by 54 nm/h, or 14 % of its peak. Over foils with $|x_0|\le60$ µm, the total error is 44 nm/h for fits across the plane and 4.3 nm/h for separate fits, both at $m=6$.

## Errors in the initial positions

If all positions are labelled from an origin displaced by $\delta$, $u$ is unchanged but $x_0$ becomes $x_0+\delta$. The velocity error is $-\delta u'/(2t)$. For $\delta=5$ µm at $x_0=-300$ µm this is $-1.7$ nm/h. By contrast, a spurious uniform strain about the origin adds $ex_0$ to $u$, and its contribution $ex_0-x_0e$ vanishes.

Initial positions found by adding foil thicknesses have correlated errors. If the true start is $x_0+\varepsilon$, the inferred displacement is $u(x_0+\varepsilon)+\varepsilon\simeq u+(1+u')\varepsilon$. With independent errors of standard deviation $q$ per foil, two markers on the same side, $k$ and $l$ foils from the plane, share the first $\min(k,l)$ errors. The covariance of their $\varepsilon$ values is $q^2\min(k,l)$. For $q=0.2$ µm and $m=6$, the velocity estimated at a nominal $-300$ µm has a standard deviation of 5.1 nm/h from this source. The centred formula gives 5.9 nm/h from independent position noise at the same place, so even this small thickness error matters. A wider window reduces it only slowly, from 6.9 nm/h at $m=3$ to 4.0 nm/h at $m=10$.

## Comparison with a real couple

The parameters are round values in the rough regime of a copper–nickel couple near 1000 °C, with copper as the fast component. The model departs from that couple in two ways that matter here. The first concerns the corner: $p=1$ follows when the ratio $D_f/D_s$ is independent of composition, which a real couple need not satisfy. In trial models where this ratio ran from 1.5 to 4 or from 4 to 1.5 across the couple, $p$ was 0.92 or 1.15. The second concerns the size of $D$ in the model. Its interdiffusion coefficient is larger at the nickel end, whereas the real one is smaller there, roughly by a factor of ten or more relative to the copper end. Since the model has 0.10 µm²/s at the nickel end and 0.04 µm²/s at the copper end, matching that ratio means lowering the nickel-end value by 25 or more; the tenfold case worked here is milder. A tenfold reduction in $D$ narrows diffusion lengths by $\sqrt{10}$. If the displacement amplitude is held fixed, then at the corresponding point, now $\sqrt{10}$ times closer to the plane, $u'''$ is larger by $10^{3/2}$ and the best width falls by $10^{3/7}=2.7$, from 111 to about 41 µm. That is $m\simeq2$ with 20 µm foils at this point, about 95 µm from the plane. The same scaling with a factor of 25 gives 28 µm at 60 µm from the plane. The fixed amplitude is only an assumption, and these widths are rough. If both intrinsic coefficients are multiplied by a factor falling exponentially with composition to 1/10 or 1/25 at the nickel end, the displacements shrink, the rule gives 54 or 45 µm at 95 µm from the plane, and direct fits favour $m=2$ at 100 µm in both cases. A single setting for the whole nickel side can be somewhat larger, because the best window is wider at foils farther out in the diffusion zone, but $m=6$ should not be carried over unchecked.

The other effects estimated here are smaller for the assumed inputs. Heating at 10 K/min, with an activation energy of 2.5 eV, adds the equivalent of 5 min, or 0.09 % of the anneal. A 30 min delay in contact is 0.5 %. Uniform thermal contraction changes lengths, and hence velocities, by 1.6 % between annealing and room temperature. Vacancies relax in about 0.01 s if sinks are 10 µm apart and the vacancy fraction is $10^{-5}$. Composition at the couple ends changes by less than $10^{-4}$. Pores and lateral flow are not sized here. They alter the velocity field, and the conversion formula survives them if they preserve the square-root scaling.

## Using the setting

1. Establish square-root growth, for example from anneals of different length, and locate the initial contact plane.
2. Estimate $\sigma$ from repeated position readings, and $u'''$ from a diffusion model of the couple or a wide cubic fit. At $-300$ µm in the example, the noise in $u'''$ from a cubic fit exceeds $u'''$ itself for $m=6$, and is about 30 % of it for $m=10$.
3. On each side, start from $m\simeq L/h-\tfrac12$, with $L$ from the seventh-power rule. The integral approximation overestimates the slope bias by about 10 % at $m=2$ and 35 % at $m=1$; for windows this small, compare direct fits to a synthetic curve as well.
4. Vary $m$ about this value. Where slope bias dominates, changing the half-width from $L_1$ to $L_2$ shifts the mean estimate of $2tv$ by $-Xu'''(L_2^2-L_1^2)/10$. A shift well above its own noise shows that the wider window is altering the shape. A smaller shift does not show that bias is absent: at $-300$ µm in the example, going from $m=4$ to $m=6$ shifts the mean by 4.4 nm/h, while the noise of that shift is 8 nm/h.
5. Assign each velocity to $x_0+u$, and report noise, estimated bias and thickness error separately.

The numerical output below gives the window scan for $m=1$ to 10 and, for selected markers, the velocities reconstructed from one noisy curve.

## Table of computed values

```
intrinsic D fast, slow: 0.10, 0.04 um2/s
anneal: 100 h; foil pitch: 20 um; noise: 1.0 um
foils per side: 50; half-length: 1000 um
Kirkendall shift: 78.95 um
Kirkendall velocity: 394.7 nm/h = 0.1097 nm/s
Kirkendall volume fraction: 0.6028; D: 0.06383 um2/s
foil stretch left, right of plane: 1.5666, 0.6267
slope jump of u: -0.9400
toy exponent predicted, measured: 1.4564, 1.4564
diffusion-run formula error / peak: 0.028 %
100 um layer, formula / true velocity: 4.30
exact and one noisy curve: x0, u, x [um]; du/dx0; v exact, raw, smooth [nm/h]
 -400    3.70  -396.30    0.0327    83.9    82.1    92.7
 -300    8.60  -291.40    0.0692   146.9    73.6   155.1
 -200   18.66  -181.34    0.1394   232.7   259.4   249.6
 -100   38.68   -61.32    0.2767   331.7   376.6   348.6
    0   78.95    78.95 two-sided   394.7   393.5   392.9
  100   45.37   145.37   -0.2942   374.0   378.6   370.7
  200   20.88   220.88   -0.1926   297.0   251.7   294.0
  300    6.92   306.92   -0.0899   169.4   206.4   176.3
RMS errors for |x0| <= 600 um: m, noise, bias, total [nm/h]
  1   62.45    0.32   62.45
  2   28.06    1.08   28.08
  3   16.90    2.21   17.04
  4   11.66    3.70   12.24
  5    8.73    5.52   10.33
  6    6.90    7.67   10.31
  7    5.67   10.10   11.58
  8    4.80   12.80   13.67
  9    4.17   15.74   16.29
 10    3.69   18.91   19.26
best m: 6; foils in window: 13
sampled total RMS at best m: 10.30 nm/h
RMS for |x0| <= 60 um, split fit: 4.29 nm/h
RMS for |x0| <= 60 um, fit across: 43.87 nm/h
at x0=-300 um: u''' = 3.246e-06 um^-2; u'''' = 2.037e-08 um^-3
m=4 there, bias formula, fit: 3.81, 3.85 nm/h
m=4 there, noise formula, sample: 10.01, 10.05 nm/h
continuum optimal half-width there: 111.4 um
fine-foil test (1 um pitch, 0.05 um noise): rule 30.87 um, scan 30.50 um
velocity error if x0 is used as position, x0=-150 um: -22.8 nm/h
origin error 5 um, effect at -300 um: -1.73 nm/h
thickness error 0.2 um per foil, effect at -300 um: 5.08 nm/h
heating 10 K/min to 1273 K, 2.5 eV: extra 5.15 min, 0.086 % of anneal
contact delay 30 min: 0.50 % of anneal
thermal contraction at 1.6e-05 /K: 1.56 %
vacancy relaxation (10 um, fraction 1e-05): 0.01 s
composition change at left, right ends: 7.11e-05, 3.89e-09
```
